# Marginal Energy and Ripening of Faulted Circular Interstitial Loops

## Definitions and conventions

Consider a flat circular loop of radius \(R\) formed by inserting one extra layer of atoms into a crystal. Its Burgers vector, of length \(b\), is normal to the loop plane, and the layer leaves a stacking fault of energy \(\gamma\) per area. If \(\Omega\) is the volume per atom, the inserted volume \(\pi R^2b\) contains

\[
n=\eta\pi R^2,\qquad \eta=\frac{b}{\Omega} \tag{1}
\]

extra atoms. The loop energy \(E(n)\) is measured from a crystal in which these atoms occupy ordinary bulk sites. The marginal energy is the cost of adding one atom to a large loop,

\[
\varepsilon=\frac{dE}{dn}. \tag{2}
\]

The crystal is infinite, linear and elastically isotropic, with shear modulus \(G\) and Poisson ratio \(\nu\). Loops are far enough apart for their elastic interaction to be neglected. They stay circular and faulted, and their configurational and vibrational entropy is omitted. The shear modulus and fault energy are given in cgs units, the mechanical part of the Gaussian system; lengths are given in nm and loop energies in eV. This continuum problem contains no \(\hbar\), electron mass or electron charge.

The fault contributes \(\gamma\pi R^2\). The remaining task is to find the energy of the bounding dislocation line.

## Elastic cost of an opening

By mirror symmetry, the two faces of the loop plane \(z=0\) move by \(+B/2\) and \(-B/2\), where \(B(\mathbf r)\) is the opening. The shear stress \(\sigma_{xz}\) is odd under this reflection, yet traction must be continuous across the plane. It therefore vanishes there, and each half of the crystal can be treated as a half-space with a prescribed normal displacement and no surface shear.

Take \(z>0\) and a surface displacement \(U\cos kx\), with \(k>0\). Equilibrium requires

\[
(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0. \tag{3}
\]

The divergence of (3) shows that \(\nabla\cdot\mathbf u\) is harmonic. Try decaying fields

\[
u_x=(a_1+a_2z)e^{-kz}\sin kx,\qquad
u_z=(U+a_3z)e^{-kz}\cos kx. \tag{4}
\]

Their divergence is

\[
\nabla\cdot\mathbf u=[k(a_1-U)+a_3+k(a_2-a_3)z]e^{-kz}\cos kx .
\]

A term \(ze^{-kz}\cos kx\) is not harmonic, so \(a_2=a_3=a\). Write the remaining coefficient as \(\Delta=k(a_1-U)+a\). Since

\[
\nabla^2(ze^{-kz}\sin kx)=-2ke^{-kz}\sin kx,
\]

and likewise with cosine, both components of (3) give

\[
-2(1-2\nu)ka-k\Delta=0,\qquad \Delta=-2(1-2\nu)a. \tag{5}
\]

Zero shear at the surface means \(\partial_zu_x+\partial_xu_z=0\), or \(a-ka_1-kU=0\). Thus \(a_1=a/k-U\), and the definition of \(\Delta\) becomes \(\Delta=2a-2kU\). Equating this to (5) yields

\[
a=\frac{kU}{2(1-\nu)}. \tag{6}
\]

The normal stress follows from \(\sigma_{zz}=\lambda\nabla\cdot\mathbf u+2G\partial_zu_z\), with \(\lambda=2G\nu/(1-2\nu)\). At \(z=0\) its amplitude is

\[
\begin{aligned}
\lambda\Delta+2G(a-kU)
&=-4G\nu a+2G[a-2(1-\nu)a]\\
&=-2Ga=-\frac{GkU}{1-\nu}.
\end{aligned}\tag{7}
\]

The minus sign denotes compression. The outward normal of this half-space is \(-\hat{\mathbf z}\), so the applied traction is positive along \(z\) and does positive work. Linear loading gives one factor \(1/2\), and averaging \(\cos^2kx\) gives another. The stored energy per surface area is therefore \(GkU^2/[4(1-\nu)]\).

For a general opening define \(B_{\mathbf k}=\int d^2r\,B(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}\). Different Fourier components do not mix in the total energy, and isotropy makes their cost depend on \(k=|\mathbf k|\). Each half-space has surface amplitude \(B_{\mathbf k}/2\), so adding the two halves gives

\[
\begin{aligned}
E_{\rm el}&=2\times\frac12\int\frac{d^2k}{(2\pi)^2}
\frac{Gk}{1-\nu}\left|\frac{B_{\mathbf k}}2\right|^2\\
&=\frac{G}{4(1-\nu)}\int\frac{d^2k}{(2\pi)^2}\,k|B_{\mathbf k}|^2. \tag{8}
\end{aligned}
\]

## The loop and its core

A sharp loop has \(B=b\) inside the disc and zero outside. The angular integral produces \(J_0\), and \(d[xJ_1(x)]/dx=xJ_0(x)\) then gives

\[
B_k^{\rm sharp}=2\pi b\int_0^R rJ_0(kr)\,dr
=\frac{2\pi RbJ_1(kR)}k. \tag{9}
\]

A sharp edge makes (8) diverge logarithmically at large \(k\). A real dislocation has a core of atomic width, represented here by spreading the opening with the kernel

\[
g(r)=\frac{\zeta}{2\pi(r^2+\zeta^2)^{3/2}}, \tag{10}
\]

where \(\zeta\) is the core half-width. To transform it, first use the angular representation of \(J_0\):

\[
\int_0^\infty J_0(kr)e^{-k\zeta}dk
=\frac1{2\pi}\int_0^{2\pi}\frac{d\theta}{\zeta-ir\cos\theta}
=\frac1{\sqrt{r^2+\zeta^2}}. \tag{11}
\]

Read as an inverse two-dimensional transform, (11) says that \(1/(2\pi\sqrt{r^2+\zeta^2})\) has transform \(e^{-k\zeta}/k\). Applying \(-\partial/\partial\zeta\) to both gives \(g_k=e^{-k\zeta}\). Its value is one at \(k=0\), so the spreading preserves the inserted volume and hence (1).

Insert \(B_k=B_k^{\rm sharp}e^{-k\zeta}\) into (8), using \(d^2k=2\pi k\,dk\):

\[
E_{\rm el}=K\pi R^2 I,\qquad
I=\int_0^\infty J_1^2(kR)e^{-2k\zeta}dk,\qquad
K=\frac{Gb^2}{2(1-\nu)}. \tag{12}
\]

To evaluate \(I\), start from \(e^{iq\sin\alpha}=\sum_mJ_m(q)e^{im\alpha}\). Averaging \(e^{iq[\sin(\alpha+\phi)-\sin\alpha]}\) over \(\alpha\) gives \(\sum_mJ_m^2(q)e^{im\phi}\). The difference of sines is \(2\sin(\phi/2)\cos(\alpha+\phi/2)\), so the same average is \(J_0(2q\sin(\phi/2))\). Projecting onto \(\cos\phi\) selects \(m=\pm1\):

\[
J_1^2(q)=\frac1\pi\int_0^\pi J_0\!\left(2q\sin\frac\phi2\right)\cos\phi\,d\phi. \tag{13}
\]

Put \(q=kR\), integrate over \(k\) with (11), and set \(x=\phi/2\), \(\delta=\zeta/R\). Then

\[
I=\frac1{\pi R}\int_0^{\pi/2}
\frac{1-2\sin^2x}{\sqrt{\delta^2+\sin^2x}}\,dx. \tag{14}
\]

For \(\delta\ll1\), the second term in the numerator contributes \(-2\int_0^{\pi/2}\sin x\,dx=-2\). In the first, write \(1=\cos x+(1-\cos x)\). The cosine part is

\[
\int_0^{\pi/2}\frac{\cos x\,dx}{\sqrt{\delta^2+\sin^2x}}
=\operatorname{arsinh}\frac1\delta\simeq\ln\frac2\delta .
\]

The rest is regular at \(x=0\), so \(\delta\) may be dropped:

\[
\int_0^{\pi/2}\frac{1-\cos x}{\sin x}dx
=\int_0^{\pi/2}\tan\frac x2\,dx=\ln2 .
\]

Hence \(I\simeq[\ln(4R/\zeta)-2]/(\pi R)\). The elastic model does not include the energy of bonds distorted in the core. Write that energy as \(cK/(2\pi)\) per length, with \(c\) dimensionless; the circumference turns it into \(cKR\). The total is

\[
E=\gamma\pi R^2+KRL,\qquad
L(R)=\ln\frac{4R}{\zeta}-2+c. \tag{15}
\]

This holds for \(R\gg\zeta\). The constants \(\zeta\) and \(c\) enter through the single combination \(c-\ln\zeta\), so a change of core width can be compensated by a change of core energy.

## Marginal energy

From (15), and because \(dL/dR=1/R\),

\[
\frac{dE}{dR}=2\pi\gamma R+K(L+1).
\]

Equation (1) gives \(dn/dR=2\pi\eta R\). Dividing the two derivatives,

\[
\varepsilon(R)=\frac\gamma\eta+\frac{K(L+1)}{2\pi\eta R}. \tag{16}
\]

A second differentiation gives

\[
\frac{d\varepsilon}{dR}
=\frac K{2\pi\eta}\left[\frac1{R^2}-\frac{L+1}{R^2}\right]
=-\frac{KL}{2\pi\eta R^2}. \tag{17}
\]

The marginal energy falls with size when \(L>0\), which is also the condition for the line energy \(KRL\) to be positive. The two energies in (15) have different roles. Fault energy is proportional to area and therefore to \(n\); each added atom costs the same \(\gamma/\eta\). At radii where (15) holds, the line energy grows more slowly than \(n\), and it alone supplies the size dependence. Thus the fault energy does not drive ripening among loops with the same \(\gamma\) and \(\eta\). It sets the floor that \(\varepsilon\) approaches as \(R\to\infty\).

At the other end, (15) fails when \(R\) is comparable with \(\zeta\). The formal zero of \(L\) is at \(R=(\zeta/4)e^{2-c}\), which for \(c=1\) lies below \(\zeta\), outside the range of the formula. It should not be read as a physical threshold.

## Energy gained by ripening

Moving one atom from loop 1 to loop 2 changes the energy, to leading order in \(1/n\), by

\[
\Delta E=\varepsilon(R_2)-\varepsilon(R_1). \tag{18}
\]

If \(R_2>R_1\) and \(L>0\) over the interval, this is negative, and \(\gamma\) cancels. Two equal loops are unstable to exchange for the same reason: moving \(s\) atoms from one to the other changes the energy by about \(s^2d^2E/dn^2\), and

\[
\frac{d^2E}{dn^2}=\frac{d\varepsilon/dR}{dn/dR}
=-\frac{KL}{4\pi^2\eta^2R^3}<0. \tag{19}
\]

The completed process can be costed too. Two loops of radius \(R\) contain the atoms of one loop of radius \(\sqrt2R\), with the same total fault area. Since \(L(\sqrt2R)=L+\tfrac12\ln2\),

\[
\Delta E_{2\to1}=KR\left[\sqrt2\left(L+\tfrac12\ln2\right)-2L\right]. \tag{20}
\]

This is negative when \((2-\sqrt2)L>(\ln2)/\sqrt2\), or \(L>0.84\). For \(c=1\) that value is reached at \(R\approx1.6\,\zeta\), outside the range of (15), so like the zero of \(L\) it is not a physical threshold.

## Interstitials in equilibrium with a loop

Loops exchange atoms through free interstitials. Let \(m\) of these occupy \(M\) available sites, each with formation energy \(E_f\), while a loop holds the other \(N-m\) extra atoms. The free energy is

\[
F(m)=E(N-m)+mE_f-k_BT\ln\frac{M!}{m!(M-m)!}. \tag{21}
\]

For \(1\ll m\ll M\), Stirling's formula makes the derivative of the logarithm \(\ln(M/m)\). Setting \(dF/dm=0\) gives

\[
-\varepsilon+E_f+k_BT\ln\frac mM=0,\qquad
\frac mM=e^{-(E_f-\varepsilon)/k_BT}. \tag{22}
\]

If atoms are exchanged with ordinary bulk sites instead, the reference choice sets \(\varepsilon=0\) and the fraction is \(e^{-E_f/k_BT}\). The supersaturation in equilibrium with the loop is the ratio

\[
S(R)=e^{\varepsilon(R)/k_BT}. \tag{23}
\]

The stationary point is a minimum if \(k_BT/m+d^2E/dn^2>0\). By (19), the pool must satisfy

\[
m<\frac{4\pi^2\eta^2R^3k_BT}{KL}. \tag{24}
\]

In a larger closed pool, a small loss from the loop raises its own equilibrium concentration faster than it raises the actual one, and the loop runs away from balance.

For two radii, (23) gives \(S_1/S_2=e^{(\varepsilon_1-\varepsilon_2)/k_BT}\), free of \(\gamma\). For very large loops the line part of \(\varepsilon\) becomes small compared with \(k_BT\), and

\[
S\simeq e^{\gamma/(\eta k_BT)}\left[1+\frac{K(L+1)}{2\pi\eta Rk_BT}\right]. \tag{25}
\]

## Direction of exchange

Let \(\bar S\) be the supersaturation of the common pool. With positive capture coefficients \(\kappa_i\), the balance of capture and emission is

\[
\frac{dn_i}{dt}=\kappa_i(\bar S-S_i). \tag{26}
\]

This vanishes when loop and pool are in equilibrium. If the pool stores few atoms and adjusts quickly, the two rates sum to zero, so

\[
\bar S=\frac{\kappa_1S_1+\kappa_2S_2}{\kappa_1+\kappa_2}. \tag{27}
\]

Substitution in (26) gives

\[
\frac{dn_2}{dt}=\frac{\kappa_1\kappa_2}{\kappa_1+\kappa_2}(S_1-S_2). \tag{28}
\]

For \(R_2>R_1\), \(S_1>S_2\) and loop 2 grows. In this balanced pool of two loops the capture coefficients change the speed and, through (27), the supersaturation, but not the direction. While the pool is still filling and \(\bar S<S_2\), (26) makes both loops shrink. The marginal energies set the direction and, through \(S_1-S_2\), also affect the speed. The fault energy leaves the direction unchanged, but it multiplies \(S_1-S_2\), and so the speed at given radii, by \(e^{\gamma/(\eta k_BT)}\). With three or more loops \(\bar S\) is again the \(\kappa\)-weighted mean of the \(S_i\). The smallest loop still shrinks and the largest still grows, but whether an intermediate loop grows depends on the capture coefficients.

The link to transient enhanced diffusion is \(\bar S\). In a model where dopant diffusivity is proportional to the free-interstitial concentration, \(\bar S\) is the enhancement over equilibrium. By (27) it cannot fall below the floor \(e^{\gamma/(\eta k_BT)}\) while such loops are the only sources and sinks of the pool. A surface or other sink held at \(S=1\) enters the weighted mean with its own coefficient and can pull \(\bar S\) below the floor. Other interstitial clusters, which can sustain a higher supersaturation in implanted crystals, are not part of this model.

## Numerical example

Take round model parameters: \(G=6\times10^{11}\) dyn/cm², \(\nu=0.25\), \(b=0.30\) nm, \(\Omega=0.020\) nm³, \(\gamma=60\) erg/cm², \(\zeta=0.15\) nm, \(c=1\) and \(T=1100\) K. They represent no particular material. Then \(\eta=0.30/0.020=15\) nm\(^{-2}\), and

\[
K=\frac{(6\times10^{11})(3\times10^{-8})^2}{2(0.75)}
=3.6\times10^{-4}\ \text{erg/cm}=22.47\ \text{eV/nm}.
\]

The fault part of the marginal energy is \(\gamma/\eta=0.025\) eV, and \(k_BT=0.0948\) eV. For \(R=5\) nm, \(L=\ln(20/0.15)-1=3.893\). Equation (16) becomes

\[
\varepsilon=0.0250+\frac{22.47\times4.893}{2\pi\times15\times5}
=0.258\ \text{eV},
\]

and \(S=e^{0.2583/0.0948}\simeq15.3\). Other sizes give:

| \(R\) (nm) | \(n\) | \(\varepsilon\) (eV) | \(S\) |
|---|---:|---:|---:|
| 2.5 | 295 | 0.425 | 89 |
| 5 | 1178 | 0.258 | 15.3 |
| 10 | 4712 | 0.158 | 5.3 |
| 20 | 18850 | 0.100 | 2.9 |
| 40 | 75398 | 0.067 | 2.0 |

The floor is \(S=1.30\). Even at 40 nm the line part, \(0.067-0.025=0.042\) eV, exceeds the fault part. It is also not small compared with \(k_BT\): the linear form (25) gives 1.87 there, about 7% below the value from (23).

The absolute supersaturation depends on the core model. Raising \(c\) by one adds \(K/(2\pi\eta R)=0.048\) eV at 5 nm and multiplies \(S\) by about 1.65. The direction of ripening is much less sensitive, because it needs only \(L>0\).

Moving one atom from a 5 nm to a 10 nm loop releases 0.100 eV. Replacing two 5 nm loops by one of radius 7.07 nm gives, from (20),

\[
22.47\times5\,[1.414(3.893+0.347)-7.786]\simeq-201\ \text{eV}.
\]

The smeared-core energy (12), evaluated without the large-radius limit and supplemented by the same core term, gives \(-202\) eV. Its one-atom difference at 5 nm also agrees with (16) to about 0.05%. In a test on 60 radii from 1 to 100 nm, its marginal energy fell from each radius to the next.

Equation (23) was tested by summing the Boltzmann weights belonging to (21), with \(M=5\times10^7\) and \(E_f=1.50\) eV. The mean number of free interstitials was 102, well below the limit of about 1200 from (24) at 5 nm. The counted supersaturation was 15.27, against 15.28 from the formula at the mean loop size.

For the exchange law, loops of 5 and 6 nm were coupled to an initially empty pool, with \(\kappa_i\) numerically equal to \(R_i\) in nm, an arbitrary time unit, and one free atom in the pool per unit of \(\bar S\). At time 5 the larger loop gained 15.23 atoms per unit time, against 15.26 from (28). By time 20 the radii were 3.95 and 6.71 nm.

The pool supersaturation rose meanwhile, from 13.1 at time 5 to 15.0 at time 20. Equation (27) explains this. The growing loop's \(S_2\) fell, and the weights shifted towards that loop; both changes lower \(\bar S\). The rise therefore came from the increasing \(S_1\) of the shrinking loop. Ripening need not lower the supersaturation at every moment. Once the small loop has dissolved, nearly all the atoms sit in one loop of about 7.8 nm, whose \(S\) lies between the tabulated values for 5 and 10 nm.

The remaining values are in the numerical output. These results apply to isolated, circular, faulted loops in an isotropic crystal. If loops unfault, \(\gamma\) no longer cancels between faulted and unfaulted ones; if they interact strongly or lie near a surface, (15) lacks terms that may alter the comparison.

## Table of computed values

```
Shear modulus G = 6.00e+11 dyn/cm^2
Poisson ratio nu = 0.25 (dimensionless)
Burgers vector b = 0.30 nm
Atomic volume = 0.020 nm^3
Fault energy gamma = 60.0 erg/cm^2
Core half-width zeta = 0.15 nm
Core constant c = 1.0 (dimensionless)
Temperature T = 1100 K
Thermal energy kT = 0.09479 eV
Atoms per loop area eta = 15.00 nm^-2
Line-energy scale K = 22.469 eV/nm
Fault part of marginal energy = 0.02497 eV/atom
Large-loop limit of S = 1.3013
R(nm) | n | L | line E(eV) | dE/dn(eV) | S
2.5 | 295 | 3.1997 | 179.74 | 0.42546 | 88.984
5.0 | 1178 | 3.8929 | 437.35 | 0.25827 | 15.250
10.0 | 4712 | 4.5860 | 1030.45 | 0.15814 | 5.303
20.0 | 18850 | 5.2791 | 2372.39 | 0.09982 | 2.866
40.0 | 75398 | 5.9723 | 5367.76 | 0.06652 | 2.017
Fault energy of 5 nm loop = 29.41 eV
One-atom difference at 5 nm = 0.25815 eV
Move one atom 5 to 10 nm loop: -0.10012 eV
Two 5 nm loops to one, formula: -201.13 eV
Two 5 nm loops to one, full energy: -201.56 eV
Radius of the single loop = 7.071 nm
Statistical test: interstitial sites = 5.0e+07
Statistical test: free formation energy = 1.50 eV
Statistical test: mean free number = 102.43
Statistical test: mean loop radius = 4.995 nm
Statistical test: S counted = 15.271
Statistical test: S from formula = 15.282
Exchange run: time(arb. unit) | R small(nm) | R large(nm) | pool S
0 | 5.000 | 6.000 | 0.000
5 | 4.842 | 6.106 | 13.099
20 | 3.952 | 6.713 | 15.031
Large-loop rate at time 5, pool: 15.232 atoms/arb. unit
Large-loop rate at time 5, law: 15.255 atoms/arb. unit
```
